# Why a Corbino disk shows magnetoresistance when its longitudinal resistivity does not

**Q.** For a simple Drude conductor, I am told that a perpendicular magnetic field leaves the longitudinal resistivity unchanged. If I make a ring from such a sheet and pass current from its inner rim to its outer rim, surely its resistance cannot change either?

**A.** That depends on whether resistivity alone fixes the resistance. Let us begin with the material, before choosing a shape.

Take a uniform sheet with $n$ electrons per unit area, each of charge $-e$ and mass $m$, and one relaxation time $\tau$. The field is $\mathbf B=B\hat{\mathbf z}$. The transport is classical, diffusive, steady and linear in the electric field. The mean velocity obeys

$$m\frac{d\mathbf v}{dt}=-e(\mathbf E+\mathbf v\times\mathbf B)-\frac{m\mathbf v}{\tau}.$$

In the steady state the left side vanishes. Since $\mathbf v\times\mathbf B=(Bv_y,-Bv_x)$, dividing by $e$ and writing $\mu=e\tau/m$ gives

$$E_x=-\frac{v_x}{\mu}-Bv_y,\qquad E_y=-\frac{v_y}{\mu}+Bv_x .$$

The sheet current density is $\mathbf j=-ne\mathbf v$, so $\mathbf v=-\mathbf j/(ne)$. With $\sigma_0=ne\mu$ and $\beta=\mu B$,

$$E_x=\frac{j_x+\beta j_y}{\sigma_0},\qquad E_y=\frac{j_y-\beta j_x}{\sigma_0}.$$

The coefficient linking $E_x$ to $j_x$ is $\rho_{xx}=1/\sigma_0$. It contains no $B$. The coefficient linking $E_x$ to $j_y$ is $\rho_{xy}=\beta/\sigma_0=B/(ne)$, which does.

**Q.** Then my claim stands: $\rho_{xx}$ is constant, and resistance is resistivity times a geometrical factor.

**A.** It stands for a long bar, measured away from its end contacts. Let current flow along $x$, with insulating edges parallel to $x$. Far from the end contacts, no current can cross the bar, so $j_y=0$ and

$$E_x=\frac{j_x}{\sigma_0},\qquad E_y=-\frac{\beta j_x}{\sigma_0}.$$

Charge at the edges maintains the transverse Hall field $E_y$. The voltage along the bar, measured away from its ends, is independent of $B$. The step that produced this result was $j_y=0$, and the edges imposed it.

**Q.** What replaces that condition in the ring?

**A.** The ring occupies $a<r<b$, with a metal contact covering each rim. Each contact is an equipotential. By rotational symmetry, the potential depends on $r$ alone, so $E_\theta=0$. The transverse *field* vanishes, rather than the transverse *current*.

We therefore need current in terms of field. The two relations above are

$$j_x+\beta j_y=\sigma_0E_x,\qquad j_y-\beta j_x=\sigma_0E_y.$$

Subtract $\beta$ times the second from the first to eliminate $j_y$. Then add $\beta$ times the first to the second to eliminate $j_x$:

$$j_x=\frac{\sigma_0}{1+\beta^2}(E_x-\beta E_y),\qquad
j_y=\frac{\sigma_0}{1+\beta^2}(E_y+\beta E_x).$$

Thus $\sigma_{xx}=\sigma_0/(1+\beta^2)$ and $\sigma_{yx}=\beta\sigma_0/(1+\beta^2)$. Notice that $\sigma_{xx}\ne1/\rho_{xx}$ when $\beta\ne0$: inverting a matrix is not the same as inverting its diagonal entries.

An isotropic sheet has the same relations in any rotated pair of axes, including the local radial and azimuthal directions. Setting $E_\theta=0$ gives

$$j_r=\frac{\sigma_0}{1+\beta^2}E_r,\qquad j_\theta=\beta j_r.$$

**Q.** So what is the resistance between the two rims?

**A.** Let the inner contact be at the higher potential, so that the total current $I$ flows outward. The same current crosses every circle:

$$I=2\pi r j_r\quad\Longrightarrow\quad
E_r=\frac{1+\beta^2}{\sigma_0}\frac{I}{2\pi r}.$$

The voltage is the integral of this field from $a$ to $b$:

$$V=\int_a^bE_r\,dr=\frac{I(1+\beta^2)}{2\pi\sigma_0}\ln\frac ba .$$

Dividing by $I$,

$$R(B)=\frac{\ln(b/a)}{2\pi ne\mu}\left(1+\mu^2B^2\right).$$

The resistance rises although $\rho_{xx}$ stays fixed. Reversing $B$, or the sign of the carriers, reverses $j_\theta$ but leaves $R$ unchanged.

**Q.** The algebra works, but where does the extra dissipation come from? A magnetic force does no work.

**A.** The heat produced per unit area is

$$\mathbf j\cdot\mathbf E=\frac{j_x(j_x+\beta j_y)+j_y(j_y-\beta j_x)}{\sigma_0}
=\rho_{xx}(j_x^2+j_y^2).$$

The Hall terms cancel, as they must if the magnetic force does no work. In the ring, however, the squared current density is $j_r^2+j_\theta^2=(1+\beta^2)j_r^2$. The extra heat accompanies the circulating current, which scatters like any other current. The power comes from the source, through the larger $E_r$ needed to maintain the same $I$.

There is also a geometrical reading. The current lines obey $r\,d\theta/dr=j_\theta/j_r=\beta$, so they are logarithmic spirals. Compared with radial flow, a path crossing a step $dr$ is longer by $\sqrt{1+\beta^2}$. A tube between neighbouring spirals is also narrower, measured at right angles to the flow, by the same factor. Resistance is resistivity times length divided by width, and the two factors multiply to $1+\beta^2$.

**Q.** Does this mean that a cleaner sheet can have a larger resistance?

**A.** Yes, if the field is strong enough. Write $G=\ln(b/a)/(2\pi)$ and hold $n$, $B$ and the geometry fixed:

$$R=\frac{G}{ne}\left(\frac1\mu+\mu B^2\right),\qquad
\frac{\partial R}{\partial\mu}=\frac{G}{ne}\left(-\frac1{\mu^2}+B^2\right).$$

The minimum lies at $\mu|B|=1$. For $\mu|B|\ll1$, scattering impedes the radial current, and higher mobility lowers $R$. For $\mu|B|\gg1$, carriers mainly drift at right angles to the electric field. Scattering then allows them to move along it, so higher mobility raises $R$.

**Q.** You relied on perfect symmetry. If the inner contact is off centre, is the law lost?

**A.** The geometrical factor changes, but the field factor survives. In a uniform sheet,

$$\nabla\cdot\mathbf j=\sigma_{xx}\nabla\cdot\mathbf E
-\sigma_{yx}\left(\frac{\partial E_y}{\partial x}-\frac{\partial E_x}{\partial y}\right).$$

The last bracket is the curl of a static electric field, which is zero. Charge conservation then requires $\nabla\cdot\mathbf E=0$, so the potential obeys Laplace's equation. Its values on both contacts are fixed. Two solutions would differ by a function $u$ that is harmonic and zero on every boundary; then $\int|\nabla u|^2\,dA=0$, so $u=0$. The potential is therefore unique and independent of $B$. This also justifies the symmetric potential used for the concentric ring.

The Hall current is perpendicular to $\mathbf E$. At an equipotential contact $\mathbf E$ is normal to the rim, so the Hall current runs along the rim and carries nothing through it. The current through the contacts is thus $\sigma_{xx}$ times a number set by geometry and voltage, and $R(B)/R(0)=1+\beta^2$.

This argument needs every boundary to be a contact. An insulating slit across the ring would impose zero normal current on its edges, and the law would no longer follow.

**Q.** Give me a case with numbers.

**A.** Take graphene encapsulated in an insulating crystal, at 77 K, with rough round parameters: $n=2\times10^{12}\ \mathrm{cm^{-2}}$, $\mu=20\,000\ \mathrm{cm^2/Vs}$, $a=10$ µm and $b=40$ µm. In SI units $n=2\times10^{16}\ \mathrm{m^{-2}}$ and $\mu=2\ \mathrm{m^2/Vs}$. Hence

$$\sigma_0=(2\times10^{16})(1.602\times10^{-19})(2)\ \mathrm S=6.41\ \mathrm{mS},$$

and $\rho_{xx}=156\ \Omega$ per square. With $G=\ln4/(2\pi)=0.2206$, the zero-field resistance is $0.2206\times156\ \Omega=34.4\ \Omega$.

| $B$ (T) | $\mu B$ | $R$ (Ω) | $R(B)/R(0)$ |
|---:|---:|---:|---:|
| 0 | 0 | 34.4 | 1 |
| 0.25 | 0.5 | 43.0 | 1.25 |
| 0.5 | 1 | 68.9 | 2 |
| 1 | 2 | 172.1 | 5 |

At 1 T the resistance is five times larger. The added $137.7\ \Omega$ represents the heat of the circulating current, divided by $I^2$. That current totals

$$\int_a^bj_\theta\,dr=\beta I\,\frac{\ln(b/a)}{2\pi}=\beta GI,$$

or 0.44 µA for a supplied current of 1 µA.

I also solved $\nabla\cdot\mathbf j=0$ by finite elements, using the full conductivity tensor at 1 T. For a bar eight widths long, the voltage between edge points three and five widths from one end gives $\rho_{xx}=156\ \Omega$ per square, its zero-field value. For the ring with its inner contact moved by 15 µm, the zero-field resistance falls to $30.3\ \Omega$, but the ratio at 1 T is still 5.00.

**Q.** A ring has two terminals, so you also measure the contacts. Does that spoil the mobility?

**A.** It biases one way of extracting it. Suppose each contact has a resistance of 200 Ω µm divided by its circumference, a rough value for a good metal contact to graphene. Together they add

$$R_c=\frac{200\ \Omega\,\text{µm}}{2\pi}
\left(\frac1{10\ \text{µm}}+\frac1{40\ \text{µm}}\right)=4.0\ \Omega,$$

which is 12% of $R(0)$. If $R_c$ does not depend on $B$, the measured ratio gives an apparent mobility

$$\mu_{\rm app}=\frac1B\sqrt{\frac{R(B)+R_c}{R(0)+R_c}-1}
=\mu\sqrt{\frac{R(0)}{R(0)+R_c}} .$$

The second form follows from $R(B)-R(0)=R(0)\mu^2B^2$. Here $\mu_{\rm app}=18\,900\ \mathrm{cm^2/Vs}$, about 5% below the true value.

The difference of resistances removes $R_c$:

$$R(B)-R(0)=\frac{G\mu B^2}{ne}\quad\Longrightarrow\quad
\mu=\frac{ne\,[R(B)-R(0)]}{GB^2}.$$

With $137.7\ \Omega$ at 1 T this returns $20\,000\ \mathrm{cm^2/Vs}$. The price is that $n$ and $b/a$ must now be known; if one mobility describes the sheet, $n$ can come from the Hall field in a bar made from the same material. The ratio method needs neither, but it needs negligible contact resistance.

**Q.** Graphene electrons have no ordinary mass. Why should they share one mobility?

**A.** In general they do not. With band velocity $v_F=10^6$ m/s, the mass governing their response to the field is $E/v_F^2$, where $E$ is the energy measured from the band crossing. Hence $\mu(E)=e\tau(E)v_F^2/E$. If $\tau\propto E$, all electrons have the same mobility. If $\tau\propto1/E$, then $\mu\propto1/E^2$.

To size the second case, I averaged the Drude conductivities numerically over the thermal window $-\partial f/\partial E$, where $f$ is the Fermi function. Thermal holes were included with the opposite Hall sign. The net density and the zero-field conductivity were held fixed. At 77 K and 1 T:

- $R(B)/R(0)$ is 4.98 instead of 5, a change of 0.3%.
- $\rho_{xx}$ rises by 1.7% from its zero-field value.

At 300 K the ratio is 4.87, but $\rho_{xx}$ rises by 22%. The ring's factor is then still within 3% of the simple law, while the premise of a field-independent $\rho_{xx}$ has clearly failed. This closeness is partly an accident of the field chosen. For $\tau\propto1/E$, the leading change in $\sigma_{xx}$ is proportional to $\beta^2(\beta^2-3)/(1+\beta^2)^2$, which changes sign at $\beta=\sqrt3$, or 0.87 T here. At 300 K the ratio lies 12% above the law at 0.5 T and 16% below it at 2 T; at 77 K the same figures are 1.0% and 1.5%. Agreement of the ring with the law at one field is therefore weak evidence for a single mobility; the whole curve $R(B)$ must be compared.

**Q.** What else have you ignored, and how close is this to a real device?

**A.** The parameters describe a moderately clean device. The cleanest encapsulated flakes have considerably higher mobility, and an outer diameter of 80 µm is large for an exfoliated flake. At 77 K, the assumed contact resistance changes $R(0)$ by 12% and the mobility from the ratio by 5%. The spread of mobility considered above changes the ratio by 0.3% at 1 T and by 1.0% at 0.5 T, and it raises the mobility taken from the ratio at 0.1 T by 3%. Other effects are estimated below, though not all of them as a change in resistance.

- **Uneven density.** Let half the area have density 5% above the mean and half 5% below, with equal mobility. An effective-medium estimate treats each region as a disk in a uniform medium, chosen so that the disturbances average to zero. It gives $R(B)/R(0)=4.98$ at 1 T, 0.5% below the uniform value.
- **Landau levels.** The Fermi energy is $E_F=\hbar v_F\sqrt{\pi n}=165$ meV. The level spacing there is about $\hbar eBv_F^2/E_F=4.0$ meV at 1 T, against $k_BT=6.6$ meV. The standard thermal factor for quantum oscillations, $X/\sinh X$ with $X=2\pi^2k_BT$ divided by the spacing, is about $4\times10^{-13}$. At much lower temperature this protection disappears, and the classical law can fail. The factor removes only the oscillating part. A smooth correction survives, set by the quantum lifetime $\tau_q$ that broadens the levels. A self-consistent Born estimate with evenly spaced levels raises $\sigma_{xx}$ at $\mu B=2$ by under 0.1% if $\tau_q\le\tau/2$, but by about 5% if $\tau_q=\tau$.
- **Interference of electron waves.** Its conductivity scale, $e^2/(\pi h)$, is 0.2% of $\sigma_0$, and 1% of the $\sigma_{xx}$ that the ring measures at 1 T. The actual correction is this scale times a logarithmic factor that I have not calculated.
- **Ballistic motion.** The relaxation time is $\tau=\mu E_F/(ev_F^2)=0.33$ ps, so the mean free path is $v_F\tau=0.33$ µm. The channel is 30 µm long, which supports a diffusive description. At fixed density the mean free path grows in proportion to $\mu$, so a small and very clean ring could violate it.
- **Heating.** At 1 T and 1 µA, the radial field at the inner rim is $I/(2\pi a\sigma_{xx})=0.12$ V/cm. Over one mean free path it supplies at most about 0.004 meV. Elastic collisions do not remove this energy, so it can build up over many free paths. The whole voltage, however, is only $172.1\ \Omega\times1$ µA $=0.17$ mV, so an electron crossing the entire ring gains 0.17 meV from the field, still far below $k_BT=6.6$ meV.

**Q.** Then my error was to treat "longitudinal resistivity" as "resistance in the direction of the applied voltage".

**A.** Yes. The resistivity $\rho_{xx}$ gives the field along the current. In the bar, the edges make the current follow the length of the sample. In the ring, the contacts make the electric field radial, while the current turns away from it by an angle whose tangent is $\mu B$. At fixed current, the same material relation then gives a voltage along the bar, away from its ends, that does not depend on the field, and a voltage across the ring that rises with its strength.
